# Photoconductive Gain Above One from a Single Pair per Photon

The photoconductive gain $G$ is the number of extra electrons that pass through the external circuit for each absorbed photon. If photons are absorbed at a rate $R$ and the light adds a current $I_{ph}$, then

$$G=\frac{I_{ph}}{eR}.$$

The device is an n-type bar of length $L$ and cross-section $A$, held at a fixed bias $V$. The coordinate $x$ runs from the cathode at $0$ to the anode at $L$, which is the direction of electron drift. In the dark the electron density is uniform and equal to $n_0$. Electrons have mobility $\mu$, drift speed $v=\mu V/L$ and transit time

$$t=\frac{L}{v}=\frac{L^2}{\mu V}.$$

Each absorbed photon makes one electron-hole pair. The hole is trapped at once and stays in place until an electron recombines with it, after a mean time $\tau$. The light is weak, so the densities it adds are small compared with $n_0$.

## The belief and its appeal

The belief runs as follows. One pair contains one electron, and one electron can carry only one electronic charge round the circuit. A gain of 1000 must therefore mean that each photon produced about 1000 pairs.

Two facts make this attractive. Avalanche photodiodes do multiply pairs, and in a device whose contacts inject nothing the counting is correct. To see the second fact, we need the relation between motion inside the bar and current outside.

Let $j$ be the electron flux towards the anode and $F$ the strength of the field pushing electrons that way. The total current density, $ej+\varepsilon\,\partial F/\partial t$, is the same at every $x$. Averaging it over the length removes the second term, because $\int_0^L F\,dx=V$ is constant. Hence

$$I=\frac{eA}{L}\int_0^L j\,dx. \tag{1}$$

A single electron moving at speed $\dot x$ thus contributes $e\dot x/L$. If it starts at $x_0$ and reaches the anode, it delivers

$$q_n=e\left(1-\frac{x_0}{L}\right).$$

For uniform absorption the average is $e/2$. If the hole is later released and travels to the cathode, it adds $ex_0/L$, and the sum is $e$. With blocking contacts and no multiplication, one pair delivers at most one electronic charge. The error lies in carrying this result over to contacts that can inject.

## What an ohmic contact changes

Suppose now that the cathode supplies electrons freely. While the trapped hole remains, its positive charge attracts compensating negative charge. The electron sea restores neutrality within a few times the dielectric relaxation time

$$\tau_r=\frac{\varepsilon}{e\mu n_0}.$$

If $\tau_r\ll t$ and the Debye length $\sqrt{D\tau_r}$, with $D=\mu kT/e$, is much shorter than $L$ (13 nm against 10 µm in the example below), the bar holds one extra mobile electron for as long as the hole survives. It need not be the electron the photon released. When one electron leaves at the anode, another enters at the cathode.

To find the current, write the electron flux as drift plus diffusion, $j=\mu nF-D\,\partial n/\partial x$. To first order in the light, its change is

$$\delta j=v\,\delta n+\mu n_0\,\delta F-D\frac{\partial\,\delta n}{\partial x}. \tag{2}$$

Insert this in equation (1). The field term vanishes because the bias is fixed, so $\int\delta F\,dx=0$. The diffusion term vanishes because ohmic contacts hold $\delta n=0$ at both ends. What remains is $ev/L=e/t$ for each extra electron.

The probability that the hole still exists at time $s$ is $e^{-s/\tau}$, so the mean current after one photon and its total charge are

$$i(s)=\frac{e}{t}e^{-s/\tau},\qquad Q=\frac{e}{t}\int_0^\infty e^{-s/\tau}ds=e\frac{\tau}{t}.$$

Therefore

$$G=\frac{\tau}{t}=\frac{\mu\tau V}{L^2}. \tag{3}$$

The electron budget shows why this needs no extra pairs. The photon creates one electron and recombination removes one. Counting only electrons in excess of the steady dark flow, let $N_{in}$ enter and $N_{out}$ leave before the dark state returns. Then

$$1+N_{in}-N_{out}-1=0,$$

so $N_{in}=N_{out}$. This common number can be large, and its mean is the gain. It can also be small: if $\tau<t$, the extra electron usually disappears before a full transit time has passed, and the gain is below one even with ohmic contacts.

## A number

Consider a SnO2 ultraviolet photoconductor with rough, round parameters: $L=10$ µm, $V=5$ V, $\mu=10$ cm²/Vs, $n_0=10^{17}$ cm⁻³ and $\tau=1$ ms. The film is 100 µm wide and 300 nm thick, its relative permittivity is 12, and the temperature is 300 K. Then

$$t=\frac{(10^{-3}\ \text{cm})^2}{(10\ \text{cm}^2/\text{Vs})(5\ \text{V})}=20\ \text{ns},\qquad G=\frac{10^{-3}\ \text{s}}{2\times10^{-8}\ \text{s}}=50\,000.$$

The relaxation time is 6.63 ps, far below $t$, as required.

A time-dependent numerical solution of the transport and Poisson equations, for one pair made at mid-length, counts the electrons crossing each contact. On average 0.9997 have entered and 0.9997 have left after one transit time. After one lifetime both counts are 31 606, which is $50\,000(1-e^{-1})$, and after twelve lifetimes both are within one electron of 50 000. Only one pair is created in the whole calculation.

Could the photon have made more pairs? At 300 nm it carries 4.133 eV, while two pairs across a gap of 3.6 eV need at least 7.2 eV. The field might in principle supply the rest, since the bias exceeds the gap. But at 5 kV/cm an electron gains only 0.5 meV per nanometre. Even a free path of 10 nm, generous for this film, would give it just 5 meV, so avalanche multiplication is not a plausible source.

Energy is conserved because the battery pays. For 0.10 nW of absorbed light, $R=1.510\times10^8$ s⁻¹. One electron per photon would give 24.20 pA. The calculated gain at this light level, with the corrections derived below, is 49 620, so the photocurrent is 1.20 µA. The battery supplies an extra $1.20\ \mu\text{A}\times5\ \text{V}=6.0$ µW, far more than the light does.

## The cathode must be able to respond

Equation (3) neglects thin layers at the contacts. Under steady, uniform generation $g$ per unit volume, the hole balance $g=p/\tau$ gives a uniform trapped density $p=g\tau$. Generation and recombination then cancel locally, so $\delta j$ is a constant, $K$. Poisson's equation reads

$$\frac{d\,\delta F}{dx}=\frac{e}{\varepsilon}(\delta n-p),$$

where the sign follows from $F$ being the force direction for electrons, opposite to the electric field. Differentiate equation (2) with $\delta j=K$, and set $u=\delta n-p$:

$$D u''-v u'-\frac{u}{\tau_r}=0.$$

Trying $u\propto e^{\lambda x}$ gives $\lambda=(v\pm r)/2D$, with $r=\sqrt{v^2+4D/\tau_r}$. The disturbance therefore decays from the cathode over a length $a$ and from the anode over a length $b$:

$$a=\frac{2D}{r-v},\qquad b=\frac{2D}{r+v}.$$

Their sum is

$$w=a+b=\frac{4Dr}{r^2-v^2}=\tau_r r=\sqrt{(v\tau_r)^2+4D\tau_r}.$$

At ohmic contacts $\delta n=0$, so $u=-p$ at each end. If the layers do not overlap, the mean of $\delta n$ is $p(1-w/L)$. Averaging equation (2) gives $K=vp(1-w/L)$, and since $G=K/(gL)$,

$$G=\frac{\tau}{t}\left(1-\frac{w}{L}\right).$$

Here $w=26.4$ nm, a loss of 0.26%. Lowering $n_0$ to $10^{15}$ cm⁻³, with $\tau$ and all else fixed, raises $w$ to 423 nm and the loss to 4.2%. Numerical solution of the one-dimensional boundary-value problem agrees with both values. They hold for a bar much thicker than $w$. In a 300 nm film, field lines also pass through the surroundings: with electrodes on the end faces, air above and oxide below, the losses become about 0.29% and 10%. At $10^{15}$ cm⁻³ a surface barrier of 0.3 V would deplete about 630 nm, more than the whole film, so the second case illustrates the formula and does not describe this film.

Now restrict the cathode. Let it supply the same dark flux as before, but let its extra supply be $K=-S\,\delta n(0)$, where $S$ is a velocity. Then $\delta n(0)=-K/S$ and $u(0)=-(p+K/S)$. The diffusion term no longer averages to zero; it contributes $-DK/(SL)$. Averaging equation (2) gives

$$K=v\left[p-\left(p+\frac{K}{S}\right)\frac{a}{L}-p\frac{b}{L}\right]-\frac{DK}{SL}.$$

Collect the terms in $K$:

$$K\left(1+\frac{va+D}{SL}\right)=vp\left(1-\frac{w}{L}\right).$$

Putting $\lambda=-1/a$ into $D\lambda^2-v\lambda-1/\tau_r=0$ shows that $va+D=a^2/\tau_r$. Hence

$$G=\frac{\tau}{t}\,\frac{1-w/L}{1+a^2/(\tau_rSL)}.$$

The gain halves at $S=a^2/(\tau_rL)=333$ cm/s. The numerical solution gives gains of about 44 900, 23 600 and 4 120 for $S=3000$, 300 and 30 cm/s. Pair generation, trapping and lifetime are the same in all three cases; only the contact differs. As $S\to0$ the steady gain vanishes, because a cathode locked to its dark flux cannot pass a larger steady current. These results require light weak enough that $|\delta n(0)|\ll n_0$. At the 0.10 nW used above, the linear formula would already give $|\delta n(0)|/n_0$ of about 0.40 for $S=300$ cm/s and 0.69 for $S=30$ cm/s, so those two gains apply only to much weaker light.

## Gain above one without trapping

A gain above one needs a partner that stays in the bar long enough for replacement electrons to enter, and a slow mobile hole can do this too. Let holes have mobility $\mu_p$ and a recombination lifetime long enough that they reach the cathode. A hole made at $x_0$ takes a time $x_0L/(\mu_pV)$ to get there. Meanwhile the bar contains one extra hole and one extra electron, which together carry $e(\mu+\mu_p)V/L^2$. The product of current and time is

$$Q=e\left(1+\frac{\mu}{\mu_p}\right)\frac{x_0}{L},$$

and averaging over uniform absorption gives

$$G=\frac12\left(1+\frac{\mu}{\mu_p}\right).$$

For equal mobilities this is one. For $\mu/\mu_p=10$ it is 5.5. Numerical solutions that include diffusion and the contact layers give 0.990 and 5.44. With the recombination lifetime still 1 ms, freeing the holes thus reduces the gain from about 50 000 to about 5. For these mobilities large gain comes from trapping, while gain modestly above one does not require it. A much slower free hole acts much like a trapped one: its gain grows as $\mu/2\mu_p$, to about 500 for $\mu/\mu_p=1000$, until recombination limits it below $\tau/t$.

## Speed and brightness

The exponential current that produces the gain also makes the device slow. Its response to modulated light is proportional to $1/\sqrt{1+\omega^2\tau^2}$, so the bandwidth is $B=1/(2\pi\tau)=159$ Hz, and

$$GB=\frac{1}{2\pi t}=7.96\ \text{MHz}.$$

At fixed transit time, a longer hole lifetime exchanges bandwidth for gain.

Brighter light shortens the hole lifetime because more electrons are available for recombination. Write the recombination rate as $cnp$, with $\tau=1/(cn_0)$. In the neutral interior $n=n_0+p$, so $p(n_0+p)=g\tau n_0$. With $s=g\tau/n_0$, the positive root gives

$$\frac{p}{g\tau}=\frac{\sqrt{1+4s}-1}{2s}.$$

This factor multiplies the gain. At the example's $s=0.005$ it removes about 0.5%, which together with the contact layers accounts for the value 49 620. At $s=0.2$ the calculated gain is 85% of $\tau/t$.

## Beside a real SnO2 film

The mobility is meant for a polycrystalline film; good crystals have considerably higher values. The least secure assumption is the single lifetime. Surface oxygen can make the decay of real SnO2 non-exponential and much longer than 1 ms, and equation (3) scales the gain in direct proportion to $\tau$. The chosen $\tau$ and $n_0$ imply a recombination cross-section of only about $5\times10^{-22}$ cm², so the occupied trap must capture electrons very reluctantly. For thermal release of the hole to take $100\tau$, the trap must be about 0.60 eV deep, assuming a hole-capture cross-section of $10^{-15}$ cm², a hole thermal velocity of $10^7$ cm/s and a valence-band density of states of $10^{19}$ cm⁻³. A hundredfold change in that cross-section shifts the depth by about 0.12 eV. The criterion is stricter than the model needs, because a released hole is soon recaptured: with a capture time of 1 ns and a hole mobility of 1 cm²/Vs, a release time equal to $\tau$ (about 0.48 eV) costs under 2% of the gain. A surface barrier of 0.3 V would deplete 63 nm of a 300 nm film, removing about a fifth of its conducting thickness; light may also change that barrier, which the model omits. Similar barriers at grain boundaries would deplete grains smaller than roughly 130 nm; conduction and photoresponse would then be set by those barriers, and the uniform neutral bar of this model would not describe the film. The electron mass differs by roughly 30% between crystal directions. This could change the mobility, and with it the gain, by a similar amount between strongly oriented films, but by less in a film of randomly oriented grains. Hole motion before capture is a smaller effect. For an assumed hole mobility of 1 cm²/Vs and capture time of 1 ns, the drift length is about 0.5% of $L$ and the diffusion length is similar, so about 1% of the holes reach a contact; the value 49 620 omits this loss. The figure of 50 000 is therefore a result for the stated parameters, not a prediction for a particular detector. Further values are listed in the numerical output.

## Values computed for the example and the checks

```
Length 10 um, width 100 um, thickness 300 nm
Bias 5.0 V, temperature 300 K
Mobility: electron 10, hole 1 cm2/Vs
Dark density 1.0e+17 cm^-3, permittivity 12
Trapped-hole lifetime 1.0 ms
Photon 300 nm = 4.133 eV
Gap 3.6 eV, two pairs need 7.2 eV
Field 5.0 kV/cm, drift speed 5.00e+04 cm/s
Transit time 20.00 ns
Relaxation time 6.63 ps
Ideal gain tau/t 50000
Electrons in, out by t: 0.9997, 0.9997
Electrons in, out by tau: 31606.0282, 31606.0282
Electrons in, out by 12 tau: 49999.6958, 49999.6958
Contact layers: cathode 14.9 nm, w 26.4 nm
Gain/ideal, ohmic, weak light 0.99736
Same at n0 = 1e15 cm^-3: 0.95775, w 423 nm
Half-gain supply velocity 333 cm/s
Gain at supply 3000 cm/s: 44888
Gain at supply 300 cm/s: 23642
Gain at supply 30 cm/s: 4124
Blocking contacts, electron part 0.500 e
Free holes, mobility ratio 1: gain 0.990, simple formula 1.00
Free holes, mobility ratio 10: gain 5.441, simple formula 5.50
Absorbed power 0.10 nW, 1.510e+08 photons/s
Light level g tau/n0 0.00503
Gain at this light 49620
Gain/ideal at light level 0.2: 0.8519
Photocurrent 1.201 uA
Current at gain one 24.20 pA
Dark current 240.3 uA
Responsivity 12006 A/W absorbed
Response at 1/(2 pi tau), relative 0.7071
Bandwidth 159.2 Hz
Gain x bandwidth 7.96 MHz
Neglected effects, rough sizes:
Hole capture time 1.0 ns, drift/length 0.50 %
Trap depth for release time 100 tau: 0.60 eV
Field lowering of a Coulomb trap 27 meV
Implied recombination area 4.7e-22 cm^2
Free path 0.36 nm, energy gain 0.18 meV
Degeneracy n0/Nc 0.024
Mass anisotropy (0.30/0.23): 30 %
Surface depletion at 0.3 V: 63 nm
Self-heating over 1 um oxide 0.86 K
```
